# Self-consistent harmonic conditions from the Gibbs-Bogoliubov inequality

## Definitions and conventions

The system has coordinates $R_a$, masses $M_a$ and Hamiltonian

$$H=\sum_a\frac{p_a^2}{2M_a}+V(R),\qquad F=-k_BT\ln\mathrm{Tr}\,e^{-\beta H},\qquad \beta=\frac{1}{k_BT}.$$

The particles are treated as distinguishable. The potential $V$ is smooth and grows fast enough at large distance that $\int e^{-\beta V}dR$ is finite, so that the trace converges and $F$ exists; crystal translations are treated separately below.

The trial Hamiltonian has the same kinetic energy and a harmonic potential about a centre $R_c$:

$$H_t=\sum_a\frac{p_a^2}{2M_a}+V_t,\qquad V_t=\tfrac12u^T\Phi u,\qquad u=R-R_c.$$

The matrix $\Phi$ is real, symmetric and positive definite. The trial state is $\rho_t=e^{-\beta(H_t-F_t)}$, with $F_t$ the free energy of $H_t$. Angle brackets denote averages in $\rho_t$ unless another state is named. Both $R_c$ and $\Phi$ are free parameters; $\Phi$ is not assumed to be a derivative of $V$.

## The inequality

Let $|i\rangle$ be the eigenstates of $H_t$, with energies $\varepsilon_i$ and weights $p_i=e^{-\beta(\varepsilon_i-F_t)}$. Let $|n\rangle$ be the eigenstates of $H$, with energies $E_n$, and write $H_{ii}=\langle i|H|i\rangle$. The numbers $|\langle i|n\rangle|^2$ sum to one over $n$, and the exponential is convex. Jensen's inequality therefore gives

$$\langle i|e^{-\beta H}|i\rangle=\sum_n|\langle i|n\rangle|^2e^{-\beta E_n}\ge e^{-\beta H_{ii}}.$$

Sum over $i$, write $1=p_ie^{-\ln p_i}$, and use Jensen's inequality again with the weights $p_i$:

$$\mathrm{Tr}\,e^{-\beta H}\ge\sum_ip_i\,e^{-\beta H_{ii}-\ln p_i}\ge\exp\Big[-\sum_ip_i(\beta H_{ii}+\ln p_i)\Big].$$

Taking the logarithm and multiplying by $-k_BT$ reverses the inequality. Since $k_BT\ln p_i=F_t-\varepsilon_i$,

$$F\le\sum_ip_i(H_{ii}+F_t-\varepsilon_i)=F_t+\langle H-H_t\rangle.$$

The kinetic terms cancel in $H-H_t$. The quantity to be minimized is thus

$$\mathcal F(R_c,\Phi)=F_t+\langle V\rangle-\langle V_t\rangle\ \ge F.$$

## One coordinate

### The trial state

For one coordinate write $\Phi=\phi$, $R_c=R$ and $\omega=\sqrt{\phi/M}$. Summing the oscillator levels gives

$$F_t=\frac{\hbar\omega}{2}+k_BT\ln(1-e^{-\beta\hbar\omega}).$$

The variance $s=\langle u^2\rangle$ follows by differentiation. By cyclicity of the trace, $d\,\mathrm{Tr}\,e^{-\beta H_t}=-\beta\,\mathrm{Tr}(e^{-\beta H_t}dH_t)$, even when $dH_t$ and $H_t$ do not commute. Hence $dF_t=\langle dH_t\rangle=\tfrac12s\,d\phi$. Differentiating the explicit formula with $d\omega/d\phi=1/(2M\omega)$ gives

$$\frac{dF_t}{d\phi}=\frac{1}{2M\omega}\left[\frac\hbar2+\frac{\hbar}{e^{\beta\hbar\omega}-1}\right]=\frac{\hbar}{4M\omega}\coth\frac{\beta\hbar\omega}{2},$$

and therefore

$$s=\frac{\hbar}{2M\omega}\coth\frac{\beta\hbar\omega}{2}.$$

The position density is Gaussian. To show this, write $u=\ell(A+A^\dagger)$ with $\ell^2=\hbar/(2M\omega)$ and $[A,A^\dagger]=1$. Because this commutator is a number,

$$e^{iku}=e^{-k^2\ell^2/2}\,e^{ik\ell A^\dagger}e^{ik\ell A}.$$

In the thermal average, terms with equal powers of $A^\dagger$ and $A$ survive. The level weights are $(1-z)z^N$ with $z=e^{-\beta\hbar\omega}$, so that

$$\langle A^{\dagger n}A^n\rangle=(1-z)z^n\frac{d^n}{dz^n}\frac1{1-z}=n!\,\bar n^n,\qquad \bar n=\frac{z}{1-z}.$$

The series then sums to an exponential:

$$\langle e^{iku}\rangle=e^{-k^2\ell^2/2}\sum_n\frac{(-k^2\ell^2\bar n)^n}{n!}=e^{-k^2\ell^2(\bar n+1/2)}=e^{-k^2s/2}.$$

The last step uses $2\bar n+1=\coth(\beta\hbar\omega/2)$. This is the characteristic function of a Gaussian $P(u)$ of variance $s$.

### The two conditions

The average is $\langle V\rangle=\int P(u)V(R+u)\,du$. Neither $F_t$ nor $\langle V_t\rangle=\tfrac12\phi s$ depends on $R$, so

$$\frac{\partial\mathcal F}{\partial R}=\langle V'\rangle.$$

For the width, differentiate $P(u)=\int\frac{dk}{2\pi}e^{iku-k^2s/2}$. The derivative with respect to $s$ brings down $-k^2/2$, and two derivatives with respect to $u$ bring down $-k^2$, hence $\partial P/\partial s=\tfrac12P''$. Two integrations by parts, with boundary terms that vanish if $V$ grows slowly enough for the Gaussian to suppress it, give

$$\frac{\partial\langle V\rangle}{\partial s}=\tfrac12\langle V''\rangle.$$

Now collect all terms at fixed $R$, with $s'=ds/d\phi$:

$$\frac{\partial\mathcal F}{\partial\phi}=\tfrac12s+\tfrac12\langle V''\rangle s'-\tfrac12s-\tfrac12\phi s'=\tfrac12\big(\langle V''\rangle-\phi\big)s'.$$

As $\omega$ grows, the positive factors $1/\omega$ and $\coth(\beta\hbar\omega/2)$ both decrease, so $s'<0$. Stationarity therefore requires

$$\langle V'\rangle=0,\qquad \phi=\langle V''\rangle.$$

### Limits

If $V$ is a stable quadratic function, these conditions return its minimum and its force constant, and $\mathcal F=F$.

For $V=\tfrac12kx^2+qx^4$ with $q>0$, the centred solution $R=0$ has $\phi=k+12qs$. In the classical limit $k_BT\gg\hbar\omega$, $\coth(\beta\hbar\omega/2)\to2k_BT/(\hbar\omega)$ and $s\to k_BT/\phi$. Then $\phi^2-k\phi-12qk_BT=0$, with positive root

$$\phi=\tfrac12\left[k+\sqrt{k^2+48qk_BT}\right].$$

This root exists for $k<0$ too: averaging over a finite width can stabilize a coordinate whose curvature at the centre is negative.

The same double well shows how the method can fail. For $k=-|k|$ and $R\ne0$, the mean gradient is $\langle V'\rangle=R[-|k|+4q(R^2+3s)]$. Its zero has $4qR^2=|k|-12qs$, and the second condition becomes

$$\phi=-|k|+12q(R^2+s)=2|k|-24qs.$$

With $s=k_BT/\phi$ this gives $\phi=|k|\pm\sqrt{k^2-24qk_BT}$. These roots are real for $k_BT<k^2/(24q)$, and both give $4qR^2=\phi/2>0$. Only the upper root is a minimum of $\mathcal F$. The relaxed curvature defined below is here $G''=\phi\,[1-18q/(\phi^2/2k_BT+6q)]$, which is positive when $\phi^2>24qk_BT$. Since $24qk_BT$ is the product of the two roots, the lower root is a saddle although its $\phi$ is positive. In that range, and as long as the classical form $s=k_BT/\phi$ holds (that is, $k_BT\gg\hbar\omega$), displaced solutions coexist with the centred one; at lower temperature the quantum $s$ must be used, and their existence then depends on the mass. The true thermal density is symmetric, so a displaced solution breaks a symmetry that the system keeps. One Gaussian cannot represent two separated peaks. When several solutions exist their values of $\mathcal F$ must be compared, and even the lowest one may describe the density poorly.

## Many coordinates

### Normal modes and covariance

Let $M$ be the diagonal mass matrix. In the coordinates $v=M^{1/2}u$ the kinetic energy has unit mass and

$$V_t=\tfrac12v^TDv,\qquad D=M^{-1/2}\Phi M^{-1/2}.$$

The eigenvalues of $D$ are $\lambda_\mu=\omega_\mu^2>0$. In its eigenbasis the trial state is a product of independent oscillators, and so

$$F_t=\sum_\mu\left[\frac{\hbar\omega_\mu}{2}+k_BT\ln(1-e^{-\beta\hbar\omega_\mu})\right].$$

The density is a product of Gaussians in the mode coordinates, hence a Gaussian in $u$. Its covariance $\Psi_{ab}=\langle u_au_b\rangle$ is

$$\Psi=M^{-1/2}g(D)M^{-1/2},\qquad g(\omega^2)=\frac{\hbar}{2\omega}\coth\frac{\beta\hbar\omega}{2}.$$

In the classical limit $g(\lambda)\to k_BT/\lambda$ and $\Psi\to k_BT\,\Phi^{-1}$. The masses drop out, as they must for a classical position distribution. At $T\to0$, $g\to\hbar/(2\omega)$ and zero-point motion remains.

### Variation

Shifting the centre gives $\partial\mathcal F/\partial R_{c,a}=\langle\partial_aV\rangle$, as before. For the width, with $n$ coordinates,

$$P(u)=\int\frac{d^nk}{(2\pi)^n}\,e^{ik\cdot u-\frac12k^T\Psi k},\qquad dP=\tfrac12\sum_{ab}d\Psi_{ab}\,\partial_a\partial_bP,$$

because $\partial_a\partial_b$ produces $-k_ak_b$. The double sum runs over all ordered pairs, with $d\Psi$ symmetric. Integrating by parts twice,

$$d\langle V\rangle=\tfrac12\mathrm{Tr}\big(\langle\nabla\nabla V\rangle\,d\Psi\big),$$

where $(\nabla\nabla V)_{ab}=\partial_a\partial_bV$. The trace argument used for one coordinate gives $dF_t=\langle dH_t\rangle=\tfrac12\mathrm{Tr}(\Psi\,d\Phi)$. Since $\langle V_t\rangle=\tfrac12\mathrm{Tr}(\Phi\Psi)$, at fixed $R_c$

$$d\mathcal F=\tfrac12\mathrm{Tr}(\Psi d\Phi)+\tfrac12\mathrm{Tr}(\langle\nabla\nabla V\rangle d\Psi)-\tfrac12\mathrm{Tr}(\Psi d\Phi)-\tfrac12\mathrm{Tr}(\Phi d\Psi).$$

The first and third terms cancel:

$$d\mathcal F=\tfrac12\mathrm{Tr}\big[(\langle\nabla\nabla V\rangle-\Phi)\,d\Psi\big].$$

### Why the bracket must vanish

It remains to show that varying $\Phi$ can produce any symmetric $d\Psi$. For a power of $D$,

$$d(D^m)=\sum_{j=0}^{m-1}D^j\,dD\,D^{m-1-j}.$$

In the eigenbasis of $D$ the $\mu\nu$ element is $dD_{\mu\nu}\sum_j\lambda_\mu^j\lambda_\nu^{m-1-j}$, and this geometric sum equals $(\lambda_\mu^m-\lambda_\nu^m)/(\lambda_\mu-\lambda_\nu)$. By linearity the rule holds for polynomials, and by approximating $g$ and $g'$ with polynomials on an interval containing the positive eigenvalues it holds for $g$:

$$dg_{\mu\nu}=K_{\mu\nu}\,dD_{\mu\nu},\qquad K_{\mu\nu}=\frac{g(\lambda_\mu)-g(\lambda_\nu)}{\lambda_\mu-\lambda_\nu}.$$

For equal eigenvalues $K_{\mu\nu}=g'(\lambda_\mu)$. Since $g$ has negative slope, every $K_{\mu\nu}$ is negative. A desired $dg$ is obtained by dividing its elements by $K_{\mu\nu}$, and the mass factors are invertible, so $d\Psi$ is arbitrary. Choosing $d\Psi$ proportional to $A=\langle\nabla\nabla V\rangle-\Phi$ gives the requirement $\mathrm{Tr}A^2=0$. For a real symmetric matrix this is the sum of its squared elements, so $A=0$. The stationary conditions are

$$\boxed{\langle\partial_aV\rangle=0,\qquad \Phi_{ab}=\langle\partial_a\partial_bV\rangle.}$$

Conversely, if both hold, every first variation vanishes. The averages depend on $R_c$ and $\Phi$, so the equations are solved together. A damped iteration with $0<\alpha\le1$ is

$$R_c\leftarrow R_c-\alpha\Phi^{-1}\langle\nabla V\rangle,\qquad \Phi\leftarrow(1-\alpha)\Phi+\alpha\langle\nabla\nabla V\rangle.$$

Its fixed points satisfy the conditions; convergence is not guaranteed.

### Limits of validity

In a crystal, $V$ is unchanged by a uniform translation. The averaged Hessian then annihilates translation vectors, and the corresponding modes have $\omega=0$ and infinite width. These modes are removed first, and the stationary conditions are applied to the remaining coordinates. This does not restore the confinement assumed at the start. If $V$ is periodic and bounded, $\langle V\rangle$ stays finite while $F_t-\langle V_t\rangle\to-\infty$ as $\Phi\to0$ at $T>0$. Then $\mathcal F$ has no global minimum, and very wide trial states fall below the free energy of the periodic cell. The crystal solution is a local stationary point, meaningful when the widths are small compared with the interatomic spacing.

A pair potential that diverges strongly at contact can make $\langle V\rangle$ infinite, because a Gaussian leaves some density there. The bound is then useless unless the trial density or the potential is changed.

## What the matrix $\Phi$ measures

At fixed $\Phi$, the second derivative of $\mathcal F$ with respect to the centre is $\langle\nabla\nabla V\rangle$, which equals $\Phi$ at a solution. A different curvature results if the width parameters adjust as the centre moves.

For one coordinate let $\phi(R)$ solve $\mathcal F_\phi=0$, with subscripts denoting derivatives, and let $G(R)=\mathcal F(R,\phi(R))$. Then $G'=\mathcal F_R$. Differentiating $\mathcal F_\phi=0$ along the curve gives $\phi'(R)=-\mathcal F_{\phi R}/\mathcal F_{\phi\phi}$, so at a solution

$$G''=\phi-\frac{\mathcal F_{R\phi}^2}{\mathcal F_{\phi\phi}},\qquad \mathcal F_{R\phi}=\tfrac12\langle V'''\rangle\frac{ds}{d\phi}.$$

If $\mathcal F$ has a nondegenerate minimum in $\phi$, the correction lowers the curvature. It vanishes when $\langle V'''\rangle=0$.

For many coordinates, list the independent elements of $\Phi$ in a vector. Let $Q$ be the matrix of second derivatives of $\mathcal F$ with respect to this vector, and $B$ the mixed derivatives with the centre. The same elimination gives

$$C=\Phi-B^TQ^{-1}B.$$

For positive definite $Q$ the subtracted matrix is positive semidefinite. A positive definite $\Phi$ thus does not by itself show that the centre is stable; that requires $C$ to be positive definite. The $\omega_\mu$ are parameters of the trial state and need not equal excitation frequencies of $H$.

## Two coupled coordinates

### Model and equations

Take

$$V=\tfrac12ax^2+\tfrac12by^2+cxy+tx^2y+qx^4$$

with $a=-200$, $b=1000$, $c=100$ meV/Å$^2$, $t=600$ meV/Å$^3$ and $q=1000$ meV/Å$^4$. The masses are 10 u for $x$ and 20 u for $y$. These are round model parameters.

Completing the square in $y$ leaves $-(cx+tx^2)^2/(2b)$, so the quartic coefficient along the valley is $q-t^2/(2b)=1000-180=820$ meV/Å$^4$. It is positive and $V$ is confining. The origin has zero force, but its Hessian eigenvalues are $-208$ and $1008$ meV/Å$^2$. It is a saddle, and the harmonic expansion there has an imaginary frequency.

Let the centre be $(x_0,y_0)$. Third central moments of a Gaussian vanish, so

$$\langle x^2\rangle=x_0^2+\Psi_{xx},\quad\langle xy\rangle=x_0y_0+\Psi_{xy},\quad\langle x^3\rangle=x_0^3+3x_0\Psi_{xx}.$$

Differentiating $V$ and averaging gives

$$0=ax_0+cy_0+2t\langle xy\rangle+4q\langle x^3\rangle,$$
$$0=by_0+cx_0+t\langle x^2\rangle,$$
$$\Phi_{xx}=a+2ty_0+12q\langle x^2\rangle,\quad\Phi_{xy}=c+2tx_0,\quad\Phi_{yy}=b.$$

### The solution at 100 K

The solution has $x_0=0.03622$ Å, $y_0=-0.02834$ Å, $\Psi_{xx}=0.039886$ Å$^2$ and $\Psi_{xy}=-0.005181$ Å$^2$. Thus $\langle x^2\rangle=0.001312+0.039886=0.041198$ Å$^2$. In meV/Å, the mean derivatives of $V$ are

$$x:\ -7.24-2.83-7.45+17.53\approx0,$$
$$y:\ -28.34+3.62+24.72=0.00,$$

to within rounding. In meV/Å$^2$, the force constants are

$$\Phi_{xx}=-200.0-34.0+494.4=260.4,\qquad\Phi_{xy}=100+1200(0.03622)=143.5.$$

The quartic average outweighs the negative terms. In SI units $\Phi_{xx}=4.17$ N/m. The trial quanta are 9.66 and 14.98 meV, or 2.34 and 3.62 THz, against $k_BT=8.62$ meV, so quantum corrections are visible: the classical covariance would give $\Phi_{xx}=247$ meV/Å$^2$, about 5% lower.

The bound is assembled from its three parts:

$$\mathcal F=7.2571+5.4685-10.0940\approx2.632\ \text{meV}.$$

Direct minimization of $\mathcal F$ from two displaced starts, without using the stationary conditions, reaches the same point. This checks the derivation but does not prove that the solution is unique.

### Comparison with the full Hamiltonian

Grid diagonalization of the same two-coordinate Hamiltonian supplies the reference. Changing the grid alters its free energies by less than $10^{-5}$ meV.

| $T$ (K) | $\Phi_{xx}$ (meV/Å$^2$) | $\mathcal F$ (meV) | Reference $F$ (meV) |
|---:|---:|---:|---:|
| 10 | 145.9 | 8.31 | 7.75 |
| 100 | 260.4 | 2.63 | 0.92 |
| 300 | 468.3 | −40.57 | −44.35 |

The bound lies above the reference by 0.56, 1.71 and 3.78 meV. At 100 K the gap is 0.20 $k_BT$. The increase of $\Phi_{xx}$ with temperature follows the growing $\langle x^2\rangle$ in its quartic term.

The mean positions are less accurate than the satisfied force condition might suggest. At 100 K the reference has $\langle x\rangle=0.0392$ Å and $\langle y\rangle=-0.0393$ Å. The trial value of $|y_0|$ is 28% below the reference magnitude.

An identity locates this error. The thermal state of $H$ commutes with $H$, so the average of $[p_y,H]=-i\hbar\,\partial_yV$ in that state vanishes. The full thermal state therefore obeys the same $y$ equation, with its own moments:

$$\langle x^2\rangle_{\rm ref}=-\frac{b\langle y\rangle_{\rm ref}+c\langle x\rangle_{\rm ref}}{t}=\frac{39.31-3.92}{600}=0.0590\ \text{Å}^2.$$

The trial value, 0.0412 Å$^2$, is 30% smaller. The force balance is right, but it is evaluated with too narrow a distribution. The calculation does not identify which non-Gaussian feature of the true density produces the extra width.

The relaxed curvature at 100 K has $C_{xx}=200.9$, $C_{xy}=126.6$ and $C_{yy}=961.4$ meV/Å$^2$. The eigenvalues of $\Phi-C$ are 29.1 and 68.9 meV/Å$^2$, consistent with the elimination formula, which for positive definite $Q$ requires them to be non-negative. Here $Q$ and $C$ are both positive definite, so the solution is a local minimum of $\mathcal F$ and the centre is locally stable.

At 10 K the lower trial quantum is 6.92 meV, while the lowest excitation of the full Hamiltonian is 5.15 meV. The trial value is 34% higher, a concrete case in which a variational frequency is not an excitation frequency.

## Computed values

```
masses of x, y: 10, 20 u
a, b, c: -200, 1000, 100 meV/A^2
t: 600 meV/A^3;  q: 1000 meV/A^4
hbar^2/(u A^2): 4.18016 meV
Hessian eigenvalues at origin: -208.28, 1008.28 meV/A^2
imaginary mode at origin, |hbar omega|: 9.304 meV
lowest reference level: 7.7481 meV
reference excitations: 5.145, 12.732 meV
largest free-energy change between grids: 3.2e-06 meV
--- T = 10 K, k_B T = 0.8617 meV
centre x0, y0: 0.04631, -0.02332 A
reference <x>, <y>: 0.05699, -0.02975 A
Psi xx, xy, yy: 0.029011, -0.003024, 0.007622 A^2
Phi xx, xy, yy: 145.883, 155.575, 1000.000 meV/A^2
trial hbar omega: 6.9180, 14.9040 meV
bound, reference F, gap: 8.3099, 7.7459, 0.5640 meV
--- T = 100 K, k_B T = 8.6173 meV
centre x0, y0: 0.03622, -0.02834 A
reference <x>, <y>: 0.03923, -0.03931 A
Psi xx, xy, yy: 0.039886, -0.005181, 0.011290 A^2
Phi xx, xy, yy: 260.364, 143.467, 1000.000 meV/A^2
trial hbar omega: 9.6590, 14.9850 meV
bound, reference F, gap: 2.6317, 0.9204, 1.7113 meV
--- T = 300 K, k_B T = 25.8520 meV
centre x0, y0: 0.02834, -0.03856 A
reference <x>, <y>: 0.02971, -0.05231 A
Psi xx, xy, yy: 0.058745, -0.007693, 0.027553 A^2
Phi xx, xy, yy: 468.305, 134.004, 1000.000 meV/A^2
trial hbar omega: 12.7367, 15.5738 meV
bound, reference F, gap: -40.5687, -44.3469, 3.7782 meV
--- details at 100 K
Phi_xx terms a, 2 t y0, 12 q <x^2>: -200.000, -34.009, 494.373 meV/A^2
Phi_xx in SI: 4.1715 N/m
trial frequencies omega/(2 pi): 2.3355, 3.6233 THz
trial free energy F_t: 7.2571 meV
<V>: 5.4685 meV
<trial potential>: 10.0940 meV
direct minimum, largest centre difference: 1.7e-09 A
direct minimum, largest Phi difference: 8.9e-06 meV/A^2
relaxed curvature xx, xy, yy: 200.92, 126.56, 961.41 meV/A^2
eigenvalues of Phi - curvature: 29.16, 68.88 meV/A^2
```
